How a Negative Frequency Shift Binds a Spin-Wave Bullet

**The result**

In a film magnetized in its plane, with no anisotropy beyond that of its shape, precession of moderate amplitude slows down as the amplitude grows. A localized packet therefore digs its own frequency well. Exchange pushes the packet's frequency up, but by only half as much as the nonlinear shift, averaged over the packet, pulls it down. The net frequency lies below the uniform resonance f₀:

f − f₀ = NQ/(2P) < 0, because N < 0 (exact in the absence of loss and gain).

Here N is the nonlinear shift coefficient, and P and Q are the integrals of |a|² and |a|⁴ over the film for an envelope a. At such a frequency the surrounding film has no propagating wave, so the exterior field decays. The low frequency is not a separate cause of localization: the negative shift produces the binding and the low frequency together. The contact's current replaces the losses. In the model with linear damping it also selects the amplitude, but that selection depends on the damping law, as shown at the end. With loss and gain the formula remains accurate for the compact bullets near the minimum current. It fails for weak, wide states: with N still negative, these rise above f₀ and join the radiating linear mode at higher current.

This is a statement about the existence of a stationary state, in a model with local exchange and a cubic nonlinearity. It does not imply stability. The bullet computed below at 2.285 mA is unstable in this model, and after a small disturbance it decayed.

**Contribution 1: exchange sets the band edge**

Let z be the in-plane direction of the applied field and of the equilibrium magnetization, and x the film normal. The magnetization has unit direction m. Write f_H and f_M for the applied field and for μ₀Mₛ in frequency units (gyromagnetic ratio times field, divided by 2π). For uniform motion the energy, in frequency units, is

ε = −f_H m_z + ½f_M mₓ².

The second term is the demagnetizing energy of a thin film. Small motions obey

(1/2π) dmₓ/dt = −f_H m_y
(1/2π) dm_y/dt = (f_H + f_M) mₓ.

Their frequency satisfies f₀² = f_H(f_H + f_M). Exchange at wavenumber k adds e = f_Mλ²k² to both stiffnesses, where λ² = 2A_ex/(μ₀Mₛ²) and A_ex is the exchange stiffness. With F = f_H + f_M/2,

f² = (f_H + e)(f_H + f_M + e) = f₀² + 2Fe + e².

Taking the square root to first order in e gives

f ≈ f₀ + Dk², D = f_Mλ²F/f₀ > 0.

With exchange alone the linear band begins at f₀. Dipolar coupling moves this edge slightly, as assessed at the end.

**Contribution 2: precession lowers the local frequency**

The sign of N follows from the same energy. Define a complex amplitude c by

n = |c|² = (1 − m_z)/2, mₓ − im_y = 2c√(1 − n).

These variables are canonical for H = (ε + f_H)/2, with equation of motion (i/2π)dc/dt = ∂H/∂c*. Since mₓ = (c + c*)√(1 − n),

H = f_H n + (f_M/4)(c + c*)²(1 − n).

The quadratic part is Fn + (f_M/4)(c² + c*²). To remove the terms c² and c*², set c = ub − vb* with u² − v² = 1. The coefficient of b² vanishes when

−Fuv + (f_M/4)(u² + v²) = 0,

which gives u² + v² = F/f₀ and 2uv = f_M/(2f₀). The quadratic energy is then f₀|b|².

The quartic part is

H₄ = −(f_M/4)(c + c*)²n.

Its two factors are

(c + c*)² = (u − v)²(2|b|² + b² + b*²), (u − v)² = f_H/f₀,
n = (u² + v²)|b|² − uv(b² + b*²).

Averaging the product over the phase of b gives (u − v)²[2(u² + v²) − 2uv]|b|⁴, so

⟨H₄⟩ = −(f_M f_H/4f₀)(2F/f₀ − f_M/2f₀)|b|⁴
= −(f_H f_M/2f₀²)(f_H + f_M/4)|b|⁴.

H has no cubic terms, so no second-order correction competes at this order. The frequency is the derivative of the averaged energy with respect to |b|². Now use as intensity the cycle average of n, which to leading order is |a|² = (F/f₀)|b|². Then

f = f₀ + N|a|²
N = −f_H f_M(f_H + f_M/4)/(f₀F) < 0.

The sign comes from the factor 1 − n: precession weakens the restoring effect of the demagnetizing energy. At high field, f_H ≫ f_M, N tends to −f_M. At low field it tends to −½√(f_H f_M), which vanishes with the field.

A film with shape anisotropy only, held along its normal by a field f_H > f_M, gives the opposite case. There ε = −f_H m_z + ½f_M m_z², with z now the normal, and the frequency is f_H − f_M m_z = f_H − f_M + 2f_M n. The coefficient is +2f_M, so this mechanism cannot bind a packet below the band. A perpendicular anisotropy field f_K replaces f_M by f_M − f_K, and the coefficient turns negative when f_K > f_M.

**Contribution 3: loss and current**

To first order in the Gilbert damping α, damping adds −α(f_H + f_M)mₓ and −αf_H m_y to the right-hand sides of the two linear equations. The sum of the two growth exponents is then −α(2f_H + f_M), and each mode amplitude decays at half of it:

G = αF.

The spin torque under the contact is taken as 2πS m×(m×ẑ), with the sign that opposes damping. It gives dm_z/dt = −2πS(1 − m_z²). Because 1 − m_z² = 4n(1 − n), dn/dt = 4πSn(1 − n). The torque leaves the azimuth unchanged, so dc/dt = 2πS(1 − n)c. Keeping only the part that oscillates with b replaces n by |a|², and the gain is S(1 − |a|²).

Let χ be 1 under the contact of radius R and 0 outside. Combining the contributions, with time factor exp(−i2πft) and δ = f − f₀, gives the stationary equation

D∇²a + δa − N|a|²a + i[G − χS(1 − |a|²)]a = 0.

It assumes a slowly varying envelope, a local nonlinear shift and linear damping. Linear damping is a modelling choice, not a consistent truncation: Gilbert damping also falls at order |a|². Measured on the action of a uniform orbit, where the gain falls as 1 − |a|², the damping falls as about 1 − 1.16|a|² at the field of the example below; at f_H = 0.05 f_M the coefficient is only about 0.34.

**Weighing exchange against the nonlinear shift**

First set G = S = 0 and seek a real, radial, node-free profile that decays fast enough for boundary terms at infinity to vanish. Let K be the area integral of |∇a|². Multiplying the equation by a and integrating by parts gives

−DK + δP − NQ = 0.

A second relation comes from multiplying by r da/dr and integrating with weight r. The exchange term is a total derivative:

∫(ra′)′(ra′)dr = ½[(ra′)²] = 0.

For the other two terms, integration by parts gives

∫aa′r²dr = −∫a²r dr
∫a³a′r²dr = −½∫a⁴r dr.

Therefore −δP + NQ/2 = 0. Together the two relations give

δ = NQ/(2P)
DK = −NQ/2.

K, D and Q are positive, so the second line requires N < 0, and the first then requires δ < 0. Per unit norm, the nonlinear term contributes NQ/P = 2δ and exchange contributes DK/P = −δ. Their sum is δ: exchange cancels half of the downward shift.

If δ were positive, the distant field would oscillate with an envelope falling as r^(−1/2). Then |a|²r would not decay on average, and the norm would grow with the size of the domain. A numerical test of such an in-band solution found that the norm grew by a factor of 2.005 when the domain radius was doubled.

**The bullet's shape and the missing length scale**

Put a = Bψ(x), with x = r/ℓ. Choosing

δ = −|N|B², ℓ = √(D/|N|)/B

removes all parameters:

ψ″ + ψ′/x − ψ + ψ³ = 0.

The node-free decaying solution has ψ(0) = 2.206 and ∫ψ²x dx = 1.862. For this profile the two relations above predict Q/(2P) = 1 and K/P = 1 in scaled variables. Quadrature gave 0.999998 and 1.000001.

The physical norm is P = 2π × 1.862 D/|N|, which does not contain ℓ. A smaller bullet has a larger amplitude but the same norm. The energy relative to f₀P is also neutral. Under a(r) → qa(qr), P is unchanged and

DK + NQ/2 → q²(DK + NQ/2) = 0.

The lossless balance therefore explains binding but selects no size and supplies no restoring force against a change of size.

**The evanescent tail**

Far outside the contact |a|² is small, and the stationary equation becomes

∇²a = κ²a, κ² = (−δ − iG)/D.

The decaying solution is K₀(κr), which at large distance behaves as exp(−κr)/√r. Without damping κ = 1/ℓ is real, and a real decaying field carries no power.

With damping write κ = κ₁ − iκ₂, both parts positive. Then

κ₁² − κ₂² = −δ/D
2κ₁κ₂ = G/D.

The tail varies as exp(−κ₁r + iκ₂r), so its phase fronts move outward. When G is small compared with −δ, κ₂ is small compared with κ₁, and the phase changes little over one decay length. To see where the power goes, multiply the exterior equation by a*, take the imaginary part and integrate from r to infinity:

2πrD Im(a* ∂a/∂r) = G∫|a|²dA,

with the area integral taken outside r. The outward flux equals the loss still to be supplied farther out, and none reaches infinity. "Evanescent" here means that κ₁ is much larger than κ₂, so the tail decays within a fraction of a wavelength and would decay without damping; it is not free of all power flow. Spatial decay alone does not mark it out, because with damping a propagating wave decays too.

**Power balance selects the amplitude when damping is linear**

Multiplying the full equation by a*, integrating over the film and taking the imaginary part removes exchange and every frequency term:

GP = S∫(|a|² − |a|⁴)dA,

with the integral taken under the contact. For moderate losses the lossless profile can be inserted:

S/G = 1.862 / ∫(ψ² − B²ψ⁴)x dx, x from 0 to R/ℓ.

Two effects compete. A weak, wide bullet lies largely outside the contact and uses the gain poorly. A strong, narrow one fits inside but saturates the gain while the loss rate stays fixed. A minimum current lies between. This minimum, and the formula that follows, rest on linear damping. For a contact much wider than the bullet, the relation ∫ψ⁴x dx = 2∫ψ²x dx gives S/G = 1/(1 − 2B²), which approaches 1 if the amplitude is also small.

When G was reduced to one tenth of its value in the example below, the full equation reproduced the predicted frequency shift and required gain to about 1 part in 10⁴; the printed ratios 1.0001 and 0.9999 differ from 1 mainly through grid error. At the full G, near the minimum current, the shift is about 0.4% and the gain about 0.1% below these predictions. This tests the use of the lossless profile.

**A permalloy-like example**

Take μ₀Mₛ = 0.8 T, A_ex = 11 pJ/m, α = 0.008, thickness d = 3 nm, R = 70 nm and an in-plane field of 0.3 T. The gain is related to current by

2πS = γħηI/(2eMₛdπR²),

with gyromagnetic ratio γ and spin-torque efficiency η = 0.3.

The field and magnetization frequencies are f_H = 8.41 GHz and f_M = 22.42 GHz, so F = 19.62 GHz. Then

f₀ = √(8.41 × 30.83) = 16.10 GHz
D = 22.42 × 6.572² × 19.62/16.10 ≈ 1180 GHz nm²
N = −8.41 × 22.42 × 14.01/(16.10 × 19.62) ≈ −8.36 GHz
G = 0.008 × 19.62 = 0.157 GHz.

A small but fully nonlinear uniform orbit gave N = −8.37 GHz, in agreement with the averaged energy.

The power-balance estimate of the minimum current is 2.267 mA. The full stationary equation, followed through a sampled range of amplitudes, gives 2.264 mA. At the lowest sampled point |a|² = 0.396 in the centre and the frequency is 15.42 GHz. The minimum is flat, and it lies slightly lower in amplitude, near 0.392 and 15.43 GHz, at the same current to the digits shown.

A slightly stronger bullet at 2.285 mA has central |a|² = 0.479. The lossless scaling predicts

δ ≈ −8.363 × 0.479/2.206² ≈ −0.82 GHz,

and the full equation also gives −0.82 GHz, so f = 15.28 GHz, or 15.28 × 10⁹ cycles per second. With the lossless identities, the averaged contributions are about −1.64 GHz from the nonlinear shift and +0.82 GHz from exchange.

The bullet length is

ℓ = √(1180/0.822) ≈ 37.9 nm.

Damping changes the amplitude decay length only to 37.7 nm. The outward phase wavenumber is 0.0025 nm⁻¹, about a tenth of the decay constant. Between about 3R and 4.5R the solved amplitude falls to 0.0508 of its starting value, as K₀ predicts. About 7% of the linear loss occurs outside the contact.

**Comparison with the radiating linear mode**

For a small-amplitude mode, drop the cubic terms. The field is J₀(qr) under the contact and the outgoing Hankel function H₀⁽¹⁾(kr) outside, with

q² = (δ + iG − iS)/D
k² = (δ + iG)/D.

Continuity of the field and its radial derivative requires

qJ₁(qR)/J₀(qR) = kH₁⁽¹⁾(kR)/H₀⁽¹⁾(kR).

The real and imaginary parts fix δ and S. Here they give 16.55 GHz and 6.39 mA. A separate eigenvalue calculation on a large domain gave the same frequency. This mode lies inside the band and must also supply radiation: its outgoing wave has a wavelength of about 320 nm and is damped over about 300 nm, so about three quarters of its loss occurs outside the contact. Its threshold is 2.8 times the smallest current found for the bullet, with film, field and contact unchanged. The ratio depends on the damping, because the bullet current scales with α while the linear mode also pays for radiation: it is about 1.8 at α = 0.016. Spin pumping into neighbouring metal can raise α of a 3 nm layer by about that much. Both thresholds omit dipolar coupling and the current's own field.

The comparison also limits what the lower number means. In this model the quiet film at 2.3 mA is below its linear threshold, so a bullet does not grow there from small noise. It has to be prepared at finite amplitude.

**What the sign does, and what it does not guarantee**

The role of the negative shift can be seen in time. The 2.285 mA bullet was used as the initial state with the same current, loss and contact. With N negative it is a stationary state and keeps its central intensity; the 98.6% recorded after 0.99 ns is time-step error amplified by the instability described below. With the sign of N reversed the intensity fell to 1.0%, and with N = 0 it falls about as far, to 0.8%. The packet therefore spreads by exchange as soon as the negative shift is removed: the same gain does not hold it together.

Holding for a nanosecond is not stability. Linearization about the same bullet gave a largest growth rate of +0.68 ns⁻¹ for radially symmetric disturbances, an e-folding time of about 1.5 ns; the rate shifts by about 0.03 ns⁻¹ with the grid. The growing mode is a breathing oscillation with a period of about 2.2 ns. Disturbances with one and two angular periods decayed, at 0.18 and about 0.8 ns⁻¹; the second value shifts by about 0.05 ns⁻¹ with grid and domain. In a 33 ns evolution started with the amplitude raised by 2%, the central intensity throughout the last third was below 3 × 10⁻¹⁶. The bullet had died and the film had returned to rest. On the way it first contracted to a central |a|² of about 0.9, far beyond the range of the cubic model.

The neutral size scaling found above suggests a reason: exchange and the cubic shift offer no restoring force, so small differences between gain and loss can drive the width away from balance. This is a conjecture about the mechanism; the instability itself is computed. Not every bullet in this model is unstable, but most are. For central |a|² between 0.3 and 0.75, radial disturbances grow monotonically on the weak side of the minimum current and as an oscillation on the strong side. They decay only in a narrow window near 0.40, just past the minimum.

**Weighing what was left out**

The parameters are rough values for a permalloy free layer a few nanometres thick under a contact tens of nanometres in radius. Real devices break several assumptions by amounts comparable with the 0.82 GHz binding:

- Dipolar coupling lowers the minimum of the linear band to 16.08 GHz, only 0.02 GHz below f₀, and the computed bullet remains below it. At k = 1/ℓ, however, dipolar coupling shifts waves by −0.23 GHz along the magnetization and +0.54 GHz across it. The bullet's own dip in m_z also creates a static dipolar field that opposes N: about +1.1 GHz at the centre and +0.3 GHz averaged over the packet, against −1.64 GHz from the local shift. As an estimate, the lossless equation with the dipolar band and this field still has a bound state of the same central amplitude, about 0.7 GHz below f₀ and roughly 1.4 times wider across the magnetization than along it. The circular shape and the precise frequency are therefore not reliable.
- The current's own magnetic field is about 6.5 mT at the contact edge, with a frequency scale of 0.22 GHz. It adds to the applied field on one side and subtracts on the other, so it breaks the assumed symmetry. At the 6.39 mA of the linear mode the scale is about 0.6 GHz, larger than that mode's 0.45 GHz offset from f₀, so the linear threshold and frequency are also uncertain.
- At the central intensity, a uniform exact orbit swings about ±113° in the plane and is shifted by −4.95 GHz, whereas the cubic law gives −4.01 GHz. Measured on the action of the orbit, the exact damping rate is 0.48 of the linear rate and the gain is 0.98 of the cubic expression. Measured on |a|² they are 0.44 and 0.91, with the same ratio of 0.49. Damping thus falls slightly faster than the gain: a uniform exact orbit needs S/G = 0.94 at this intensity, where the model needs 1/(1 − |a|²) = 1.92. With the exact local rates in the stationary equation, the current falls steadily from about 2.2 to 1.7 mA as the central |a|² rises from 0.2 to 0.75. No minimum appears near 0.4, and for central |a|² from 0.3 to 0.75 radial disturbances grow monotonically at about 3 ns⁻¹. The minimum current and the selected amplitude found above are properties of linear damping.
- Exchange itself depends on amplitude. For circular precession and a real profile its energy density carries a factor 1/(1 − n), which raises the exchange energy of this bullet by roughly 17%. The averaged exchange term of the equation carries 1/(1 − n)² and rises by about 40%, or 0.34 GHz. This correction and the departure from the cubic law both break the neutral size scaling.

The small-amplitude energy formula assigns the bullet about 700 times the thermal energy at 300 K. This compares energy scales and gives neither a lifetime nor a linewidth.

The amplitude is thus too large for the cubic model to be a quantitative device prediction, and these corrections could also change the stability. What the model establishes is the direction of the balance: a negative shift can pay the exchange cost of localization and leave the frequency below the band, whereas a positive shift cannot. The numerical output below gives the values in full.

Computed values

```
In-plane field: 0.3 T
Magnetization mu0 Ms: 0.8 T
Exchange stiffness: 11 pJ/m
Gilbert damping: 0.008
Film thickness: 3 nm
Contact radius: 70 nm
Spin-torque efficiency: 0.3
Field frequency f_H: 8.4075 GHz
Magnetization frequency f_M: 22.42 GHz
Uniform resonance f0: 16.099 GHz
Exchange length: 6.5724 nm
Dispersion coefficient D: 1180.1 GHz nm^2
Nonlinear shift N, formula: -8.3632 GHz
Nonlinear shift N, exact small orbit: -8.3676 GHz
Linear loss G: 0.15694 GHz
Lossless profile psi(0): 2.2062
Lossless radial norm P/(2 pi): 1.8623
Identity Q/(2P): 0.9999982
Identity K/P: 1.000001
In-band norm ratio on doubling radius: 2.0049
Low-loss frequency shift / prediction: 1.0001
Low-loss gain / power-balance prediction: 0.99988
Power-balance threshold estimate: 2.267 mA
Full-equation bullet threshold: 2.264 mA
Threshold bullet frequency: 15.421 GHz
Threshold central |a|^2: 0.396
Linear-mode threshold: 6.389 mA
Linear-mode frequency, matching: 16.546 GHz
Linear-mode frequency, large domain: 16.547 GHz
Operating current: 2.285 mA
Operating bullet frequency: 15.277 GHz
Operating shift from f0: -0.8219 GHz
Operating central |a|^2: 0.4792
Bullet length from frequency: 37.89 nm
Tail amplitude decay length: 37.72 nm
Tail phase wavenumber: 0.002508 1/nm
Tail amplitude ratio 4.5Rc/3Rc, solved: 0.05085
Tail amplitude ratio 4.5Rc/3Rc, K0: 0.05084
Fraction of linear loss outside contact: 0.07337
Sign-test duration: 0.9912 ns
Central power kept, N negative: 0.9856
Central power kept, N sign reversed: 0.009824
Largest linear growth rate, m=0: 0.6796 1/ns
Largest linear growth rate, m=1: -0.1766 1/ns
Largest linear growth rate, m=2: -0.8198 1/ns
Long-run duration: 33.04 ns
Long-run last-third minimum central |a|^2: 4.825e-24
Long-run last-third maximum central |a|^2: 2.111e-16
Long-run last-third mean phase frequency: 16.392 GHz
Dipole-exchange band minimum: 16.0828 GHz
Dipolar shift at k=1/l, k parallel M: -0.2337 GHz
Dipolar shift at k=1/l, k perpendicular M: 0.5422 GHz
Oersted field at contact edge: 6.527 mT
Oersted frequency scale: 0.2229 GHz
Uniform shift at central |a|^2, cubic law: -4.007 GHz
Uniform shift at central |a|^2, exact: -4.946 GHz
Exact/linear damping at central |a|^2: 0.4785
Exact/cubic gain at central |a|^2: 0.9768
Quadratic bullet energy / kT at 300 K: 715.9
```
